Wigner's explicit sum for d^j_m'm(β) from rotated spinor monomials

**Q:** Before you expand anything, tell me what the symbol d^j_m'm(β) means. I suspect that half the trouble with signs comes from leaving that vague.

**A:** I set ħ = 1 and define it as a matrix element of a rotation about the y axis:

d^j_m'm(β) = ⟨j m'| exp(−iβJ_y) |j m⟩.

Here j is 0, 1/2, 1, and so on, and both m and m' run from −j to j in unit steps. The angle β is real. The rotation is active: the state turns and the axes stay fixed. The first index, m', labels the final component and the second, m, the initial state.

The relative phases of the states must also be fixed. I use the Condon–Shortley choice, in which J₊ = J_x + iJ_y and J₋ = J_x − iJ_y have non-negative matrix elements. Then

J_y = (J₊ − J₋)/(2i),
−iJ_y = −(J₊ − J₋)/2.

The second operator has a real matrix, so d is real.

**Q:** Start with spin 1/2, then. Which way do the signs go?

**A:** Let u be the spinor with spin up along z and v the one with spin down. For spin 1/2, J_y = σ_y/2, with

σ_y u = iv,  σ_y v = −iu.

Applying σ_y twice gives back the same spinor, so σ_y² = 1. In the exponential series the even powers of σ_y therefore collect into a cosine and the odd powers into a sine:

exp(−iβσ_y/2) = c − i s σ_y,  c = cos(β/2),  s = sin(β/2).

Acting on the two spinors,

u → cu − is(iv) = cu + sv,
v → cv − is(−iu) = −su + cv.

The one minus sign sits in the image of v, and every sign in the final formula descends from it. As a check of direction, β = 90° sends u to (u + v)/√2, which is spin up along +x. An active rotation by 90° about y does carry the z axis to the x axis.

**Q:** That is a two-component object. Why should a monomial in u and v have anything to do with spin j?

**A:** Treat u and v as commuting variables and consider the homogeneous polynomials of degree 2j. On them define

J₊ = u ∂/∂v,  J₋ = v ∂/∂u,  J_z = (u ∂/∂u − v ∂/∂v)/2.

These must obey the angular momentum commutators. For any polynomial f,

J₊J₋f = u ∂/∂v (v ∂f/∂u) = u ∂f/∂u + uv ∂²f/∂u∂v,
J₋J₊f = v ∂/∂u (u ∂f/∂v) = v ∂f/∂v + uv ∂²f/∂u∂v.

The second derivatives cancel in the difference, leaving [J₊, J₋] = 2J_z.

Next, J_z multiplies u^a v^b by (a − b)/2. The operator J₊ turns one v into a u, which raises this eigenvalue by 1, and J₋ lowers it by 1. Hence [J_z, J₊] = J₊ and [J_z, J₋] = −J₋ on every monomial, and by linearity on every polynomial. These three relations are the angular momentum algebra.

A monomial with J_z eigenvalue m and degree 2j has a − b = 2m and a + b = 2j. So a = j + m and b = j − m, and the monomial is u^(j+m) v^(j−m).

**Q:** Its normalization is still open. A wrong m-dependent factor would spoil the matrix elements.

**A:** It would. I declare the following states orthonormal:

|j m⟩ = u^(j+m) v^(j−m) / √[(j+m)! (j−m)!].

The test of this declaration is whether the ladder operators take their standard form. Differentiating with respect to v brings down a factor j − m:

J₊|j m⟩ = (j−m) u^(j+m+1) v^(j−m−1) / √[(j+m)! (j−m)!].

The new monomial equals √[(j+m+1)! (j−m−1)!] |j m+1⟩. The ratio of the square roots is √[(j+m+1)/(j−m)], so

J₊|j m⟩ = √[(j−m)(j+m+1)] |j m+1⟩.

For m = j the derivative vanishes, as it should. Exchanging the roles of u and v gives

J₋|j m⟩ = √[(j+m)(j−m+1)] |j m−1⟩.

Replace m by m + 1 in the second line: the coefficient becomes √[(j+m+1)(j−m)], equal to the first. So J₋ is the adjoint of J₊, J_y is Hermitian, and the rotation is unitary. The coefficients are non-negative, which is the phase convention I announced.

The spin is indeed j, because J² = J₋J₊ + J_z(J_z + 1) has the eigenvalue

(j−m)(j+m+1) + m(m+1) = j(j+1).

**Q:** You have chosen an inner product that makes the algebra work. Has it any physical content?

**A:** Yes. Take n = 2j separate spins 1/2 and keep the states that are symmetric under exchange. With a spins up and b down there are n!/(a! b!) arrangements. The normalized symmetric state S_a is their sum divided by √[n!/(a! b!)].

Read the commuting product u^a v^b as the average over the arrangements, that is, their sum divided by n!/(a! b!). Comparing the two divisors,

u^a v^b = √[a! b!/n!] S_a,
S_a = √(n!) u^a v^b / √[a! b!].

This is my |j m⟩ times √(n!), a factor common to all m. A common factor rescales the whole inner product and drops out once the states are normalized. The operators match as well. Apply the sum of the n one-spin raising operators to the sum of arrangements with a spins up and b down. Each arrangement with a + 1 up and b − 1 down is produced a + 1 times, once for each of its up spins. The average u^a v^b, which is a! b!/n! times the sum, therefore goes into (a+1)! b!/n! times the new sum, and this is b u^(a+1) v^(b−1) = u ∂/∂v (u^a v^b). The same count with u and v exchanged gives J₋, and the total J_z is (a − b)/2 on every arrangement. The total J_y of the spins thus acts as my J_y, and since the one-spin operators commute, its exponential rotates each spin separately. Rotating a spin j is therefore the same as rotating 2j spins 1/2 together within their symmetric subspace.

**Q:** Now you will want to rotate the monomial by replacing u and v with their images. But the exponential of a differential operator acting on a product is not obviously the product of two exponentials.

**A:** It holds here because every term of the generator contains exactly one first derivative, so that it obeys the product rule. Write

K = −iJ_y = −(u ∂/∂v − v ∂/∂u)/2.

The product rule gives K(fg) = (Kf)g + f(Kg). Let U(β) = exp(βK), and define F(β) = [U(β)f][U(β)g]. Since dU/dβ = KU,

dF/dβ = [KUf][Ug] + [Uf][KUg] = KF,  F(0) = fg.

But U(β)(fg) obeys the same first-order linear equation with the same initial value. K preserves the degree, so this is an equation in a finite-dimensional space, and its solution is unique. Hence

U(β)(fg) = [U(β)f][U(β)g].

It remains to see that K generates the spinor rotation found earlier. From the definition, Ku = v/2 and Kv = −u/2. Then

d(cu + sv)/dβ = (−su + cv)/2 = K(cu + sv),
d(−su + cv)/dβ = −(cu + sv)/2 = K(−su + cv).

At β = 0 the two expressions are u and v. So the substitution is legitimate, factor by factor:

exp(−iβJ_y)|j m⟩ = (cu + sv)^(j+m) (−su + cv)^(j−m) / √[(j+m)! (j−m)!].

**Q:** Then the matrix element is a coefficient in this polynomial. Expand it without skipping the bookkeeping.

**A:** In the first bracket let k be the number of factors from which sv is taken. In the second let l be the number from which −su is taken. The binomial theorem gives

(cu + sv)^(j+m) = Σ_k (j+m)!/[k! (j+m−k)!] (cu)^(j+m−k) (sv)^k,

(−su + cv)^(j−m) = Σ_l (j−m)!/[l! (j−m−l)!] (−su)^l (cv)^(j−m−l).

Physically, k of the up spins end down and l of the down spins end up. The power of u in the product is j + m − k + l. The state |j m'⟩ has the power j + m', so

l = m' − m + k.

The power of v is then right as well, since the total degree is 2j. This condition removes the sum over l. The remaining pieces are:

sign: (−1)^l = (−1)^(m'−m+k),
power of c: (j+m−k) + (j−m−l) = 2j + m − m' − 2k,
power of s: k + l = m' − m + 2k,
last factorial: j − m − l = j − m' − k.

There are two normalization factors. The initial state has 1/√[(j+m)! (j−m)!], which turns the binomial numerator (j+m)! (j−m)! into its square root. The final monomial is

u^(j+m') v^(j−m') = √[(j+m')! (j−m')!] |j m'⟩,

which supplies the other square root. The coefficient of |j m'⟩ is therefore

d^j_m'm(β) = Σ_k (−1)^(m'−m+k) N / D_k × c^(2j+m−m'−2k) s^(m'−m+2k),

N = √[(j+m)! (j−m)! (j+m')! (j−m')!],

D_k = k! (j+m−k)! (m'−m+k)! (j−m'−k)!.

This is Wigner's explicit sum.

**Q:** You have not said where k starts and stops.

**A:** One cannot take a negative number of factors, nor more factors than a bracket has. The four numbers under the factorials in D_k must therefore be non-negative:

k ≥ 0,  k ≤ j+m,  k ≥ m−m',  k ≤ j−m'.

Together these give

max(0, m−m') ≤ k ≤ min(j+m, j−m').

All the bounds are integers, even for half-integer j, because j + m, j − m' and m − m' are integers.

To count the terms, take first m' ≥ m. The lower limit is 0, and there are 1 + min(j+m, j−m') terms. If m' < m, the lower limit is m − m'. Subtracting it from the two upper bounds leaves j + m' and j − m, so there are 1 + min(j+m', j−m) terms. In each case the two numbers shown are the smaller ones of their pairs, so both cases are covered by

number of terms = 1 + min(j+m, j−m, j+m', j−m').

An element with m or m' equal to ±j has a single term.

**Q:** I have seen such a sum with (−1)^k in place of your sign. Is one of the two wrong?

**A:** That depends on what else differs. Suppose that everything else is as above and the factor (−1)^(m'−m) is dropped. Under β → −β, c is unchanged and s changes sign. Since s has the power m' − m + 2k, every term acquires the same factor:

d^j_m'm(−β) = (−1)^(m'−m) d^j_m'm(β).

Multiplying my sum by (−1)^(m'−m) leaves the sign (−1)^k, because 2(m'−m) is even. So the altered sum is d(−β), the matrix of exp(+iβJ_y). It is correct for the opposite sense of rotation and wrong for the one defined here. As d is real and unitary, its inverse is its transpose, so the altered sum also equals d^j_mm'(β), with the indices exchanged.

There is a harmless variant too. Use l as the summation index and put k = l + m − m'. The sign is then (−1)^l, with no prefactor, but the rest changes with it:

D = (l+m−m')! (j+m'−l)! l! (j−m−l)!,
powers: c^(2j+m'−m−2l) s^(m−m'+2l).

This is the same function d(β). The sign alone does not tell you the convention; it has to be read with the factorials and the powers.

**Q:** And if someone uses other phases for the states?

**A:** If |j m⟩ is replaced by exp(iφ_m)|j m⟩, the element is multiplied by exp[i(φ_m − φ_m')]. Its squared modulus stays the same, but its sign need not, and it may become complex. The formula as written belongs to the Condon–Shortley phases.

**Q:** Try it where the answer is known without a sum. At β = 0 you have powers of zero.

**A:** A zeroth power counts as 1 here, since it means that no such factor was taken. At β = 0, s = 0 and c = 1. A term survives if its power of s, which is k + l, vanishes. Both numbers are non-negative, so k = l = 0 and m' = m. The factorials then cancel and d is the unit matrix.

At β = π, c = 0 and s = 1. The power of c is the sum of two non-negative numbers, j + m − k and j − m' − k. Both must vanish, so k = j + m = j − m', which means m' = −m. The factorials cancel again, and the sign exponent is

m' − m + k = −2m + j + m = j − m.

Thus

d^j_m'm(π) = (−1)^(j−m) if m' = −m, and 0 otherwise.

Half a turn about y reverses the projection on z, as it must, with a definite phase.

For a full extra turn, β → β + 2π, both c and s change sign. Their powers add up to 2j in every term, so

d^j(β + 2π) = (−1)^(2j) d^j(β).

For half-integer j the matrix changes sign. The probabilities for the rotated state do not, because the sign is common to all its components. It can matter when the rotated state is superposed with one that was not rotated.

**Q:** Now a case with several terms and a lower limit that is not zero.

**A:** Take a model spin with j = 5/2, prepared with m = 1/2, and rotate it by β = 60°. I ask for the amplitude of m' = −1/2. The integers needed are

j+m = 3,  j−m = 2,  j+m' = 2,  j−m' = 3,  m'−m = −1.

The limits are max(0, 1) = 1 and min(3, 3) = 3, so k = 1, 2, 3. The square root is

N = √(3! 2! 2! 3!) = √144 = 12.

With c = 0.866025 and s = 0.5, we have c² = 3/4 and s² = 1/4. The sign is (−1)^(k−1), and the terms are

k = 1: +12/(1! 2! 0! 2!) c⁴s = +3 × (9/16) × (1/2) = +0.843750,
k = 2: −12/(2! 1! 1! 1!) c²s³ = −6 × (3/4) × (1/8) = −0.562500,
k = 3: +12/(3! 0! 2! 0!) s⁵ = +1 × (1/32) = +0.031250.

Their sum is

d(60°) = +0.312500.

The probability of finding m' = −1/2 is the square, 0.097656. Each term is the contribution of a definite number of flipped spins in the picture of five spins 1/2. The contributions interfere, so the terms must be added before squaring.

**Q:** One element could come out plausible and still be wrong. What does the whole state look like?

**A:** The amplitudes and probabilities are

m' = +5/2: +0.513490, 0.263672
m' = +3/2: −0.397748, 0.158203
m' = +1/2: −0.324760, 0.105469
m' = −1/2: +0.312500, 0.097656
m' = −3/2: +0.535826, 0.287109
m' = −5/2: +0.296464, 0.087891

The probabilities add up to 1. There is also a check on the mean projection, which can be predicted without the sum. Let U = exp(−iβJ_y), and define A = U†J_zU and B = U†J_xU. Differentiating and using the commutators,

dA/dβ = U† i[J_y, J_z] U = U† i(iJ_x) U = −B,
dB/dβ = U† i[J_y, J_x] U = U† i(−iJ_z) U = A.

So A'' = −A, with A(0) = J_z and A'(0) = −J_x. The solution is

U†J_zU = J_z cos β − J_x sin β.

In the state |j m⟩ the mean of J_x vanishes, because J_x changes m by one unit. The mean projection after the rotation is therefore m cos β = 0.5 × 0.5 = 0.25. From the probabilities, pairing m' with −m',

2.5 × (0.263672 − 0.087891) = +0.439453,
1.5 × (0.158203 − 0.287109) = −0.193359,
0.5 × (0.105469 − 0.097656) = +0.003906.

These add up to 0.250000, as required. The most probable single outcome is nevertheless m' = −3/2, opposite in sign to the mean. The mean projection follows the classical cosine, but the distribution is not a peak centred on it.

**Q:** What happens to your element at −60°, and at 420°?

**A:** It is −0.312500 in both cases, for different reasons. Reversing the angle gives (−1)^(m'−m) = −1, since m' − m = −1. Adding a full turn gives (−1)^(2j) = (−1)⁵ = −1. For an element with even m' − m, the first factor would be +1 and the second still −1.

**Q:** Then I can program the sum and use it for any j?

**A:** As algebra it holds for any j, but in floating-point arithmetic it needs care. The terms alternate in sign and can be far larger than their sum. Take integer j and m = m' = 0:

d^j_00(β) = Σ_k (−1)^k {j!/[k! (j−k)!]}² c^(2j−2k) s^(2k).

This is the Legendre polynomial P_j(cos β). To see it, start from Rodrigues' formula with x = cos β,

P_j(x) = 1/(2^j j!) d^j/dx^j [(x−1)^j (x+1)^j].

Let k derivatives act on (x+1)^j and j − k on (x−1)^j. The product rule gives

P_j(x) = Σ_k {j!/[k! (j−k)!]}² [(x−1)/2]^k [(x+1)/2]^(j−k).

Since (x+1)/2 = c² and (x−1)/2 = −s², the two sums agree term by term.

For j = 40 and β = 60° the value is −0.0954294352. The largest term, however, has magnitude 1.1 × 10⁹. Double precision carries about 16 significant digits, so rounding that term alone can cost an absolute error of order 10⁻⁷. The error found is 1.1 × 10⁻⁷, about one part in a million of the value. With 50-digit arithmetic the same sum agrees with the Legendre polynomial to all ten decimals shown, so the loss lies in the arithmetic and not in the formula.

**Q:** And at small j, does the sum agree with the definition you began with?

**A:** In the numerical check it was compared with the matrix exponential of −iβJ_y for all j up to 6, at eight angles that included a negative one (−2.1 rad) and one beyond a full turn (7.5 rad). The largest absolute deviation of any element was 2.3 × 10⁻¹⁵, which is at the level of rounding.

Values computed for the example and the checks

```
j = 2.5, m = 0.5, m' = -0.5 (units of hbar)
beta = 60.0 degrees
c = cos(beta/2) = 0.866025 (dimensionless)
s = sin(beta/2) = 0.500000 (dimensionless)
limits of k: 1 to 3; number of terms: 3
k = 1: factor +3.0000, c^4 s^1, term +0.843750
k = 2: factor -6.0000, c^2 s^3, term -0.562500
k = 3: factor +1.0000, c^0 s^5, term +0.031250
sum of terms, d(60 degrees) = +0.312500 (dimensionless)
same element, d(-60 degrees) = -0.312500 (dimensionless)
same element, d(420 degrees) = -0.312500 (dimensionless)
rotated state: m' (hbar), amplitude, probability
  +2.5  +0.513490  0.263672
  +1.5  -0.397748  0.158203
  +0.5  -0.324760  0.105469
  -0.5  +0.312500  0.097656
  -1.5  +0.535826  0.287109
  -2.5  +0.296464  0.087891
sum of probabilities = 1.000000 (dimensionless)
mean J_z from probabilities = 0.250000 hbar
m cos(beta) = 0.250000 hbar
largest deviation from matrix exponential, j <= 6: 2.3e-15
largest deviation from five rotated spins 1/2: 2.2e-16
j = 40, m = m' = 0, beta = 60 degrees (dimensionless):
  largest term in magnitude = 1.134e+09
  sum with 50-digit arithmetic = -0.0954294352
  Legendre polynomial = -0.0954294352
  error of double-precision sum = 1.1e-07
```
